# Orientation sums for the powder spectrum of an axial oxide centre

## A parabola of resonance fields

Suppose that the resonance field of a spin depends on the angle \(\theta\) between the static magnetic field and the symmetry axis of its defect as

\[
B(u)=B_\perp-Wu^2,\qquad u=\cos\theta ,\qquad W>0 .
\]

Let all axis directions be equally likely. The solid angle element is \(2\pi\sin\theta\,d\theta=2\pi|du|\), so \(u\) is uniformly distributed. Opposite axis directions have the same field, and \(0\le u\le1\) suffices. Since \(u=\sqrt{(B_\perp-B)/W}\), the fraction of centres per unit field is

\[
p(B)=\left|\frac{du}{dB}\right|=\frac{1}{2\sqrt{W(B_\perp-B)}},\qquad B_\perp-W<B<B_\perp .
\]

At the lower end \(p\) jumps from zero to \(1/(2W)\). This is the step edge, produced by axes parallel to the field. At the upper end \(p\) diverges as an inverse square root. This is the singular edge, produced by perpendicular axes, where \(B(u)\) is stationary.

Now replace the continuum by \(N\) orientations \(u_j=(j+\tfrac12)/N\), \(j=0,\dots,N-1\). Neighbouring resonance fields differ by

\[
W(u_{j+1}^2-u_j^2)=\frac{W}{N}(u_{j+1}+u_j).
\]

The spacing is \(2W/N^2\) at the singular edge and nearly \(2W/N\) at the step. The sampling is therefore densest where the spectrum diverges.

Without line broadening the sum is a set of spikes for every \(N\) and has no pointwise limit. Convergence has a meaning at each field once every orientation carries a line of finite width \(\sigma\). The order of limits is first \(N\to\infty\) at fixed \(\sigma\), then \(\sigma\to0\) if the sharp edges are wanted.

## The spectrum of an axial centre

Consider a spin-1/2 centre with randomly oriented axes, as in an amorphous oxide, with principal values \(g_\parallel>g_\perp\) and no hyperfine coupling. Disorder in a real oxide can also spread the \(g\) values from site to site. That spread is left out here. The isotropic average would be wrong for interface defects whose axes follow a few crystal directions.

For a static field \(B\) along the unit vector \(\mathbf b=(\sin\theta,0,\cos\theta)\), the Hamiltonian is \(\mu_B B\,(\mathsf g\mathbf b)\cdot\mathbf S\), with \(\mathsf g\mathbf b=(g_\perp\sin\theta,0,g_\parallel\cos\theta)\). The level splitting is \(\mu_BB\) times the length of this vector. At fixed microwave frequency \(\nu\), resonance occurs at

\[
B(u)=\frac{h\nu}{\mu_Bg(u)},\qquad g^2=g_\perp^2+\delta u^2,\qquad \delta=g_\parallel^2-g_\perp^2 .
\]

The microwave field is perpendicular to \(\mathbf b\). For a drive along \(\mathbf n\), the squared matrix element of \((\mathsf g\mathbf n)\cdot\mathbf S\) is one quarter of the squared component of \(\mathsf g\mathbf n\) perpendicular to the quantization axis \(\mathsf g\mathbf b/g\).

For \(\mathbf n_2=(0,1,0)\) that component is \(g_\perp\). For \(\mathbf n_1=(\cos\theta,0,-\sin\theta)\) it lies in the \(xz\) plane, and a cross product gives its size:

\[
\frac{g_\perp\cos\theta\;g_\parallel\cos\theta+g_\parallel\sin\theta\;g_\perp\sin\theta}{g}=\frac{g_\parallel g_\perp}{g}.
\]

The two components are mutually orthogonal, so for a drive between \(\mathbf n_1\) and \(\mathbf n_2\) their squares add with weights \(\cos^2\varphi\) and \(\sin^2\varphi\). Random axes make the azimuth \(\varphi\) uniform, and each weight averages to one half. The mean squared moment is

\[
\frac{g_\perp^2}{8}\left(1+\frac{g_\parallel^2}{g^2}\right).
\]

A field sweep adds a factor, because \(\delta_{\rm D}(h\nu-g\mu_BB)=\delta_{\rm D}(B-B(u))/(g\mu_B)\), where \(\delta_{\rm D}\) is the Dirac function. The thermal population difference is common to all orientations, since all are observed at the same splitting \(h\nu\). Without saturation, the intensity normalized to \(a(0)=1\) is

\[
a(u)=\frac{g_\perp}{g}\,\frac{1+g_\parallel^2/g^2}{1+g_\parallel^2/g_\perp^2}.
\]

With a normalized Gaussian \(f(x)=e^{-x^2/2\sigma^2}/(\sigma\sqrt{2\pi})\) in field, of the same width for every orientation, the absorption is

\[
S(B)=\int_0^1a(u)\,f(B-B(u))\,du .
\]

Differentiating \(B=h\nu/(\mu_Bg)\) with \(g\,dg/du=\delta u\) gives

\[
B'(u)=-\frac{B\,\delta\,u}{g^2}.
\]

The unbroadened density is \(p=a/|B'|\). It has a step of height \(H=a(1)/|B'(1)|\) at \(B_\parallel=B(1)\) and diverges at \(B_\perp=B(0)\). For \(g_\parallel<g_\perp\) the pattern is reversed in field, with the step on the high-field side.

## The two edges at small linewidth

**Step.** Let \(y\) denote the distance in field of a resonance above the step at \(B_\parallel\). For weak anisotropy the parabola holds with \(W=B_\perp-B_\parallel\), so \(p\simeq H(1-y/W)^{-1/2}\), or

\[
p\simeq H\left(1+\frac{y}{2W}+\frac{3y^2}{8W^2}\right).
\]

At \(B=B_\parallel\) the Gaussian is integrated over \(y>0\). The half-line integrals of \(f\), \(yf\) and \(y^2f\) are \(\tfrac12\), \(\sigma/\sqrt{2\pi}\) and \(\sigma^2/2\). Therefore

\[
S(B_\parallel)\simeq\frac H2\left[1+\frac{\sigma}{\sqrt{2\pi}\,W}+\frac{3\sigma^2}{8W^2}\right].
\]

The midpoint of the broadened step tends to \(H/2\), with an error linear in \(\sigma/W\).

Spectrometers usually record \(dS/dB\). Near the step its leading part is \(Hf(x)\), with \(x=B-B_\parallel\): a peak shaped like an absorption line. The slope of \(p\) displaces this peak. Setting \(S''\simeq Hf'(x)+(H/2W)f(x)=0\) and using \(f'=-xf/\sigma^2\) gives \(x=\sigma^2/(2W)\).

**Singularity.** Expanding \(B(u)=B_\perp(1+\delta u^2/g_\perp^2)^{-1/2}\) gives

\[
B\simeq B_\perp-\kappa u^2,\qquad \kappa=\frac{B_\perp\delta}{2g_\perp^2}.
\]

For \(\sigma\ll\kappa\) we may set \(a=1\) and extend the integral to infinity. Let \(z=(B-B_\perp)/\sigma\) and \(v=\kappa u^2/\sigma\), so that \(du=\tfrac12\sqrt{\sigma/\kappa}\,v^{-1/2}dv\). Then

\[
S\simeq\frac{1}{2\sqrt{2\pi\kappa\sigma}}\int_0^\infty v^{-1/2}e^{-(v+z)^2/2}\,dv .
\]

For \(s>0\), the parabolic-cylinder function has the integral form

\[
D_{-s}(z)=\frac{e^{-z^2/4}}{\Gamma(s)}\int_0^\infty v^{s-1}e^{-v^2/2-zv}\,dv .
\]

With \(s=\tfrac12\) and \(\Gamma(\tfrac12)=\sqrt\pi\), this turns the edge profile into

\[
S\simeq\frac{e^{-z^2/4}D_{-1/2}(z)}{2\sqrt{2\kappa\sigma}} .
\]

The divergence has become a peak whose height grows as \(\sigma^{-1/2}\).

The derivative of the \(v\) integral with respect to \(z\) brings down \(-(v+z)\). The maximum therefore requires \(zD_{-1/2}+\tfrac12D_{-3/2}=0\), where the factor \(\tfrac12\) is \(\Gamma(\tfrac32)/\Gamma(\tfrac12)\). By the recurrence \(D_{\nu+1}=zD_\nu-\nu D_{\nu-1}\), the left side is \(D_{1/2}(z)\). Its zero, found by bracketing, is \(z=-0.765\). The zero crossing of the derivative spectrum thus lies inside the pattern, about \(0.765\sigma\) below \(B_\perp\). The number belongs to the Gaussian shape; for a Lorentzian of half width \(\gamma\) the offset is \(0.577\gamma\).

## Error of an orientation sum

**Ripple between the edges.** Write \(F(u)=a(u)f(B-B(u))\), and take a field whose line is well inside \(0<u<1\). Poisson summation for the midpoint nodes gives

\[
\frac1N\sum_jF(u_j)=\sum_{m=-\infty}^{\infty}(-1)^m\int F(u)\,e^{2\pi imNu}\,du .
\]

The \(m=0\) term is the wanted integral. Let \(B(u_0)=B\) and linearize \(B(u)\) about \(u_0\). In \(u\), the line is a Gaussian of width \(\sigma/|B'(u_0)|\), and its Fourier integral is

\[
\frac{a(u_0)}{|B'(u_0)|}\,e^{2\pi imNu_0}\exp\left[-\frac{(2\pi mN\sigma)^2}{2B'(u_0)^2}\right].
\]

With the local field spacing \(\Delta B=|B'(u_0)|/N\), the terms \(m=\pm1\) give the leading relative error

\[
-2\cos(2\pi Nu_0)\,e^{-2\pi^2\sigma^2/\Delta B^2}.
\]

Its amplitude is \(5.4\times10^{-9}\) for \(\Delta B=\sigma\), 1.4% for \(2\sigma\) and 22% for \(3\sigma\). For a Gaussian line the ripple sets in abruptly once the spacing exceeds the linewidth. A Lorentzian of half width \(\gamma\) has the Fourier factor \(e^{-\gamma|k|}\), so its ripple amplitude is \(2e^{-2\pi\gamma/\Delta B}\), still 0.4% at \(\Delta B=\gamma\), and it needs a finer grid.

Differentiating the cosine with respect to field multiplies the ripple by \(2\pi/\Delta B\), so a derivative spectrum is more sensitive. At \(\Delta B=2\sigma\), a ripple of \(0.0144\,p\) in \(S\) becomes \(0.0144\,\pi p/\sigma\) in \(dS/dB\). The derivative peak at the step has height \(H/(\sigma\sqrt{2\pi})\). The ratio is \(0.0144\,\pi\sqrt{2\pi}\,p/H=0.11\,p/H\), which is plainly visible.

**Singular edge.** Linearization fails where \(B'=0\). At \(B=B_\perp\) the integrand is close to a multiple of \(\exp(-\kappa^2u^4/2\sigma^2)\), whose width in \(u\) is of order \(\sqrt{\sigma/\kappa}\). In the variable \(t=u\sqrt{\kappa/\sigma}\), the Poisson terms depend on \(N\) through \(N\sqrt{\sigma/\kappa}\). A fixed relative accuracy needs \(N\propto\sqrt{\kappa/\sigma}\), whereas the interior needs \(N\propto\kappa/\sigma\).

The endpoint \(u=0\) does no harm. Because \(F\) is even, the sum is half of a midpoint sum over \(-1<u<1\), and there is no boundary at zero.

**Step edge.** Here the line is cut off at \(u=1\). In one cell of width \(\eta\) and centre \(c\), Taylor expansion gives

\[
\int_{c-\eta/2}^{c+\eta/2}F\,du=\eta F(c)+\frac{\eta^3}{24}F''(c)+\dots
\]

Adding the cells, with \(\sum\eta F''(c)\simeq F'(1)-F'(0)\), yields

\[
\text{sum}-\text{integral}\simeq-\frac{\eta^2}{24}\left[F'(1)-F'(0)\right].
\]

Evenness gives \(F'(0)=0\). At the other end \(F'(1)=a'(1)f(x)-a(1)B'(1)f'(x)\). At \(x=\sigma\), the first term is smaller than the second by the factor \(2\sigma/B_\parallel\), since \(a'(1)/a(1)=-2\delta/g_\parallel^2\). Dropping it, and setting \(\eta=1/N\), leaves

\[
E_u\simeq\frac{B'(1)\,a(1)\,f'(x)}{24N^2}.
\]

This error falls as \(N^{-2}\), however fine the grid.

A midpoint rule in \(\theta\), with step \(\pi/(2N)\) and weight \(\sin\theta\), has the integrand \(F_\theta=\sin\theta\,a f\). It is even about \(\theta=\pi/2\), so its slope vanishes there. At \(\theta=0\) its slope is \(a(1)f(x)\). The same formula gives

\[
E_\theta\simeq\frac{1}{24}\left(\frac{\pi}{2N}\right)^2a(1)f(x).
\]

The power is the same. For a narrow line the largest error near the step is smaller than that of the \(u\) rule, because \(E_u\) contains \(B'(1)f'\), which is of order \(Wf/\sigma\) at \(x=\pm\sigma\). At \(x=0\) itself \(f'\) vanishes, and the \(N^{-2}\) error of the \(u\) rule comes from the dropped term alone, \(-a'(1)f(0)/(24N^2)\). For weak anisotropy this is far smaller than \(E_\theta\), but it is not zero.

## A rule without the endpoint tail

Gauss–Legendre quadrature on \(-1<u<1\) removes the algebraic tail. With \(2n\) nodes it integrates polynomials up to degree \(4n-1\) without error. The integrand is analytic on the interval and in a neighbourhood of it, so the error eventually falls geometrically with \(n\). Nodes at \(\pm u\) contribute equally. Keeping the \(n\) positive nodes with their original weights gives the integral from 0 to 1.

The node spacing follows from Legendre's equation. With \(P_\ell(\cos\theta)=w(\theta)/\sqrt{\sin\theta}\), it becomes

\[
w''+\left[(\ell+\tfrac12)^2+\frac{1}{4\sin^2\theta}\right]w=0 .
\]

Away from the poles, \(w\) oscillates with wavenumber near \(\ell+\tfrac12\). For \(\ell=2n\) its zeros are therefore spaced by about \(\pi/(2n)\) in \(\theta\). For weak anisotropy \(|dB/d\theta|\simeq W\sin2\theta\le W\), and the largest field spacing is about \(\pi W/(2n)\). Requiring it not to exceed \(\sigma\) gives the working rule

\[
n\ge\frac{\pi W}{2\sigma}.
\]

This carries the ripple estimate over to nodes that are only locally uniform, so it is an estimate and not a bound. It assumes a Gaussian line and weak anisotropy. At \(W/\sigma=33.9\) and \(n=54\) the largest error rises from below \(10^{-8}H\) for nearly equal \(g\) values to about \(2\times10^{-3}H\) for \(g_\parallel=6\), \(g_\perp=2\). For a Lorentzian whose half width takes the place of \(\sigma\), it is about \(5\times10^{-3}H\) even at weak anisotropy.

In \(\theta\) the field is stationary at both edges: \(B\simeq B_\parallel+W\theta^2\) near the step. The square-root scaling of \(n\) is then expected at both edges, and linear scaling in the middle.

The algorithm is:

1. Compute \(B_\parallel\), \(B_\perp\) and \(W\), and choose \(n\) from the working rule.
2. Generate the \(2n\)-point Gauss–Legendre rule and keep its positive nodes.
3. At each node evaluate \(g\), \(B(u)\) and \(a(u)\), and add the weighted line to the field grid. For a derivative spectrum, add \(f'\) instead.
4. Repeat with a larger \(n\) and compare the results at both edges and in the middle.

## A worked pattern

Take the round model values \(g_\parallel=2.002\), \(g_\perp=2.000\), \(\nu=9.5\) GHz and \(\sigma=0.01\) mT. The resonance formula gives \(B_\parallel=339.0377\) mT and \(B_\perp=339.3767\) mT, hence \(W=0.3390\) mT and \(W/\sigma=33.9\).

With \(\delta=2.002^2-2.000^2=0.008004\),

\[
|B'(1)|=\frac{339.0377\times0.008004}{2.002^2}=0.6771\ \text{mT}.
\]

The intensity is \(a(1)=0.9980\), and the step height is \(H=0.9980/0.6771=1.474\ \text{mT}^{-1}\). The reference spectrum below is the folded Gauss sum with \(n=400\).

At the step, the reference gives \(S(B_\parallel)=0.7459\ \text{mT}^{-1}\), which is 1.21% above \(H/2=0.7370\ \text{mT}^{-1}\). The linear correction accounts for 1.18% and the quadratic one for 0.03%. The derivative peak lies \(1.56\times10^{-4}\) mT above \(B_\parallel\), against \(1.48\times10^{-4}\) mT from the leading formula with \(2W\) replaced by \(|B'(1)|\). Such a shift is negligible beside the linewidth.

At the singular edge \(\kappa=0.3395\) mT, and both the reference and the parabolic-cylinder formula give \(S(B_\perp)=7.380\ \text{mT}^{-1}\). The maximum is \(8.762\ \text{mT}^{-1}\), at 339.3691 mT, or \(0.765\sigma\) below \(B_\perp\). Reading \(g_\perp\) from this zero crossing of the derivative would give 2.000045. The bias is about 2% of the difference \(g_\parallel-g_\perp\), and it grows in proportion to \(\sigma\) as long as \(\sigma\ll W\). These figures hold for identical centres. A site-to-site spread of only \(10^{-4}\) in \(g_\perp\) would shift resonances at this edge by \(10^{-4}B_\perp/g_\perp=0.017\) mT, more than \(\sigma\), and the spectrum would have to be averaged over it as well.

The next table gives the largest error within \(\pm2\sigma\) of the step, relative to the largest reference value in that window.

| \(N\) | midpoint in \(u\) | midpoint in \(\theta\) | Gauss |
|---|---|---|---|
| 16 | 0.67 | 0.010 | 0.0061 |
| 32 | 0.078 | 0.0027 | \(1.3\times10^{-7}\) |
| 64 | 0.012 | \(6.7\times10^{-4}\) | \(<10^{-11}\) |
| 128 | 0.0028 | \(1.7\times10^{-4}\) | \(<10^{-11}\) |

From 64 to 128 orientations both midpoint errors fall by about four, as \(N^{-2}\) requires. The coefficients agree too. At \(N=400\) and \(x=\sigma\), the \(u\) rule errs by \(4.27\times10^{-4}\ \text{mT}^{-1}\), and its endpoint formula gives \(4.26\times10^{-4}\ \text{mT}^{-1}\). For the \(\theta\) rule at \(x=0\), error and formula are both \(2.56\times10^{-5}\ \text{mT}^{-1}\).

The corresponding errors around the singular edge are:

| \(N\) | midpoint in \(u\) | midpoint in \(\theta\) | Gauss |
|---|---|---|---|
| 8 | 0.031 | 0.14 | 0.11 |
| 16 | \(2.7\times10^{-5}\) | 0.0026 | 0.0027 |
| 32 | \(<10^{-11}\) | \(9.2\times10^{-8}\) | \(9.6\times10^{-8}\) |

Here the midpoint rule in \(u\) is the best of the three, because the line is too narrow for the endpoint error from \(u=1\) to reach this window; for lines several times broader the advantage is lost. Near \(u=0\) its nodes are \(1/N\) apart, while those of the other two are about \(\pi/(2N)\) apart. The same rule is the worst at the step, so agreement at the tall peak says little about the rest of the spectrum.

The middle of the pattern needs its own inspection. With 32 orientations the Gauss error there is still \(1.5\times10^{-3}\), although both edges are accurate to about \(10^{-7}\). The working rule gives \(n\ge\pi\times33.904/2=53.3\), so \(n=54\). On a grid of 1001 fields reaching \(5\sigma\) beyond both edges, the largest error is then \(7.7\times10^{-9}H\). With \(n=27\) it is \(0.017H\).

Finally, let \(n_6\) be the number of Gauss orientations from which the relative window error stays below \(10^{-6}\), for all larger \(n\) up to 230. Reducing \(\sigma\) by a factor of four raises \(n_6\) from 30 to 64 at the step, from 29 to 62 at the singular edge, and from 46 to 183 in the middle. The factors 2.1, 2.1 and 4.0 are close to the predicted 2, 2 and 4. For narrow lines the smooth interior, and not either edge, sets the cost of the Gauss rule.
